\section*{Enumerating binary fcc superstructures with Hermite and Smith normal forms, part 2}

We want a complete, repeat-free list of the periodic A/B colourings $\sigma(\mathbf z)$ of the fcc lattice with $n$ atoms in the smallest cell. A site has integer lattice coordinates $\mathbf z$ and Cartesian coordinates $X=z_2+z_3$, $Y=z_1+z_3$, $Z=z_1+z_2$ in units of $a/2$, with $a$ the cube edge. The 48 point operations, signed permutations of $(X,Y,Z)$, act on $\mathbf z$ as integer matrices $W$. Colourings are the same structure if $\sigma'(\mathbf z)=\sigma(W\mathbf z+\mathbf t)$, possibly after the exchange A$\leftrightarrow$B. For $n=2,3,4$ there are 2, 3, 12 structures with exchange and 2, 6, 19 without.

The period lattice $\Lambda(\sigma)$ contains all translations that preserve $\sigma$; its index in $\mathbb Z^3$ is $n$. There are $N(n)$ sublattices $L'=H\mathbb Z^3$ of index $n$, with $N(1)=1$, $N(2)=7$, $N(3)=13$, $N(4)=35$. Each has a unique Hermite normal form $H$ (lower triangular). One representative $H$ is kept per rotation class. The $W$ that map its lattice onto itself form its stabiliser, and class size times stabiliser order is 48.

The Smith form $UHV=S=\operatorname{diag}(s_1,s_2,s_3)$, with $U,V$ unimodular, gives the class of a site,
\begin{equation}
g(\mathbf z)=U\mathbf z \bmod \mathbf s,\qquad G=\mathbb Z_{s_1}\oplus\mathbb Z_{s_2}\oplus\mathbb Z_{s_3}.
\end{equation}
Its kernel is $L'$. Colourings periodic under $L'$ are labelings $\ell:G\to\{0,1\}$ (0 for A, 1 for B), written as strings such as BAAA or as integers $\sum_i\ell_i2^i$, with $i=(g_1s_2+g_2)s_3+g_3$.

Lattices with cyclic $G$ are named by the layers that $g$ numbers, such as $[001]$ or $[111]$. D0$_{22}$ is BAAA on the $[201]$ lattice with rows $H=(1,0,0;\,0,1,0;\,1,2,4)$, $\mathbf s=(1,1,4)$, class size 3 and
\begin{equation}
g=z_3-z_1-2z_2=(X-Z)-(X-Y+Z)=Y-2Z \pmod 4,
\label{d022}
\end{equation}
L1$_2$ is BAAA with $\mathbf s=(1,2,2)$ and class size 1; B sits where $X,Y,Z$ are all even.

\section{Removing duplicate labelings}

A lattice translation $\mathbf t$ sends $g$ to $g+g(\mathbf t)$, so translations act as the $n$ shifts $\tau_t$ of $G$ and depend on $\mathbf s$ alone. One table per Smith form stores, for each of the $2^n$ integers, the least translate $c_T(\ell)=\min_t \ell\circ\tau_t$, the least translate with exchange
\begin{equation}
c_{TX}(\ell)=\min\{c_T(\ell),\,c_T(2^n-1-\ell)\},
\end{equation}
where $2^n-1-\ell$ flips every bit, and a flag for superperiodicity, $\ell\circ\tau_t=\ell$ for some $t\ne0$. The flag is set when $\Lambda(\sigma)$ is larger than $L'$. For two species and $n\ge2$ it also removes the strings that lack a species, since these are constant. With three or more species a string can lack one without being superperiodic, and a separate test is needed.

A stabiliser element $W$ acts on classes. The site $\mathbf z=U^{-1}g$ lies in class $g$ and goes to $W\mathbf z$, so
\begin{equation}
\varphi_W(g)=UWU^{-1}g \bmod\mathbf s .
\end{equation}
This is independent of the representative: two choices differ by a vector of $L'$, which $W$ keeps in $L'$, the kernel. It is additive and has the inverse $\varphi_{W^{-1}}$, so it is an automorphism of $G$. Inversion $W=-1$ stabilises every lattice and gives $g\to-g$. The maps $g\to\varphi_W(g+t)=\varphi_W(g)+\varphi_W(t)$ run over all affine maps $\varphi_W(g)+t'$, which form a group $\Gamma$. The least member of the full orbit is therefore
\begin{equation}
c(\ell)=\min_W c_{TX}(\ell\circ\varphi_W),
\end{equation}
and $\ell$ is written out if it is unflagged and $c(\ell)=\ell$. The flag is constant on an orbit: if $\ell\circ\varphi$ is fixed by $t\neq0$, then $\ell$ is fixed by $\varphi(t)\ne0$. Using $c_T$ in place of $c_{TX}$ gives the list without exchange.

The list is complete. A colouring of size $n$ can be rotated so that its period lattice is a representative $H$; it is then an unflagged labeling, and the least member of its orbit is listed. The list has no repeats. If $\sigma'(\mathbf z)=\sigma(W\mathbf z+\mathbf t)$, then $\mathbf v$ is a period of $\sigma'$ when and only when $W\mathbf v$ is a period of $\sigma$, so $W\Lambda(\sigma')=\Lambda(\sigma)$, and exchange leaves periods alone. For listed structures the period lattice is the representative itself, so both share one $H$, $W$ is in its stabiliser, and the labelings lie in one orbit, which has one minimum. This argument needs the flag: for a superperiodic string $W$ must preserve the larger lattice and need not preserve $L'$. It also assumes one site per parent cell, and that the $W$ are the point operations of the parent in hand. A parent strained so that it is no longer cubic has fewer $W$, and the same argument holds with that smaller set. A parent with a basis, such as hcp, needs sites labelled by $G$ and the basis together. The tables have $2^n$ entries, which limits $n$.

\section{Where rotations first matter}

For $n=5$ there are five lattices with $G=\mathbb Z_5$. No mixed string is superperiodic, since any $t\neq0$ generates $G$, so the 30 mixed strings form six orbits, and three after exchange: B on $\{0\}$, $\{0,1\}$ or $\{0,2\}$. Inversion maps each to a translate. The lattice with rows $(1,0,0;\,0,1,0;\,1,2,5)$ has $g=Y-2Z \bmod5$ by the algebra of Eq.~(\ref{d022}), and the fourfold rotation $(Y,Z)\to(-Z,Y)$ gives
\begin{equation}
g'=-Z-2Y=-2(Y-2Z)-5Z\equiv-2g\equiv3g \pmod5 .
\end{equation}
This sends $\{0,1\}$ to $\{0,3\}$, a translate of $\{0,2\}$. The program finds multipliers $1,2,3,4$ on this lattice and $1,4$ on the other four, so the count falls from 15 to 14, and from 30 to 28 without exchange.

For $n=6$ all ten lattices have $G=\mathbb Z_6$, whose units are $\pm1$. The nine unflagged translation orbits are $\{0\}$, $\{0,1\}$, $\{0,2\}$, their complements, and $\{0,1,2\}$, $\{0,1,3\}$, $\{0,1,4\}$. Inversion sends $\{0,1,3\}$ to $\{0,3,5\}$, a translate of $\{0,1,4\}$, and maps the others to translates of themselves, so 90 falls to 80. The complement $\{2,4,5\}$ of $\{0,1,3\}$ is also a translate of $\{0,3,5\}$, so exchange has already merged the pair, and 50 stays 50.

\section{Two sum rules}

Let $P(d)$ be the number of colourings of size $d$, with $P(1)=2$. Count pairs (lattice of index $n$, labeling) in two ways. Directly there are $N(n)2^n$. By colouring, one of size $d$ appears once for every sublattice of index $n/d$ of its period lattice, which is a copy of $\mathbb Z^3$:
\begin{equation}
N(n)\,2^n=\sum_{d|n}P(d)\,N(n/d).
\end{equation}
Hence $P(2)=28-14=14$, $P(3)=104-26=78$ and $P(4)=560-70-98=392$. The multiplicity of a structure is its lattice class size times the size of its labeling orbit, and these must add to $P(n)$. For L1$_2$ it is $1\times8=8$ (four A$_3$B strings and four AB$_3$), for D0$_{22}$ $3\times8=24$.

The second rule counts orbits on one lattice. For a group $K$ acting on labelings, the number of pairs (element, labeling fixed by it) is $\sum_\ell|K|/|\text{orbit}(\ell)|$, which is $|K|$ times the number of orbits. A permutation $\gamma\in\Gamma$ with $c(\gamma)$ cycles fixes the labelings constant on cycles, $2^{c(\gamma)}$ of them. Combined with exchange it fixes those that alternate along each cycle, which needs all cycles even and again leaves two choices per cycle. With $K$ of order $2|\Gamma|$, Burnside's lemma reads
\begin{equation}
\text{orbits}=\frac1{2|\Gamma|}\sum_{\gamma\in\Gamma}2^{c(\gamma)}\left(1+[\text{all cycles even}]\right).
\end{equation}
For the D0$_{22}$ lattice $\Gamma=\{g\to\pm g+t\}$ has 8 elements. The identity contributes 16, the shifts by $\pm1$ contribute $2\cdot2$ each, the shift by 2 contributes $4\cdot2$, the two maps $-g+t$ with even $t$ (two fixed points and a 2-cycle) 8 each, and the two with odd $t$ (two 2-cycles) $4\cdot2$ each. The sum $16+8+8+16+16=64$ divided by 16 gives four orbits: AAAA, BAAA, BBAA, BABA.

The numerical check asserts both rules for $n=2$ to 8. For $n\le6$ it also enumerates colourings of the torus $\mathbb Z_n^3$ without either normal form and asserts the same sublattices, a one-to-one match of structures and equal multiplicities. The counts 52 and 229 for $n=7$ and 8 have the sum rules as their numerical check.

\section{When exchange may be used}

Set $\sigma=+1$ for A and $-1$ for B, and take a model with energies $J_1$, $J_2$, $J_3$ (hartree in atomic units; the formula is linear and is evaluated in eV) multiplying the spin products on first-neighbour pairs, second-neighbour pairs and first-neighbour triangles. A site has 12 and 6 neighbours in the two shells and lies in 24 triangles; sharing among 2, 2 and 3 sites gives 6, 3 and 8 clusters per atom. With $\Pi_1,\Pi_2,\Pi_3$ the average products and $\Pi_0$ the average spin,
\begin{equation}
E=6J_1\Pi_1+3J_2\Pi_2+8J_3\Pi_3 .
\end{equation}
The pure crystals have $E_{\mathrm{A,B}}=6J_1+3J_2\pm8J_3$ and the fractions are $(1\pm\Pi_0)/2$, so the weighted reference is $6J_1+3J_2+8J_3\Pi_0$ and the formation energy per atom is
\begin{equation}
\Delta E=6J_1(\Pi_1-1)+3J_2(\Pi_2-1)+8J_3(\Pi_3-\Pi_0).
\end{equation}
Exchange keeps $\Pi_1,\Pi_2$ and reverses $\Pi_0,\Pi_3$:
\begin{equation}
\Delta E(\sigma)-\Delta E(-\sigma)=16J_3(\Pi_3-\Pi_0).
\end{equation}
The list of 12 is a list of patterns: the two decorations of each of the seven A$_3$B patterns have different compositions and are separate structures whatever the $J$. In this model exchange is a symmetry of the formation energy when $J_3=0$. For $J_3\neq0$ the formation energies of the two decorations differ for five of the seven patterns and agree for A$_3$B$[001]$ and A$_3$B$[111]$, for a reason given below that concerns the first-neighbour triangle alone. A real alloy has no symmetry that removes clusters with an odd number of sites, so both decorations of every pattern must be computed. Counting both decorations restores 19.

Take round parameters $a=4$~\AA{} (shells at 2.83 and 4.00~\AA, 16~\AA$^3$ per atom), $J_1=0.020$, $J_2=-0.005$, $J_3=0.002$~eV. In L1$_2$ A$_3$B, $\Pi_0=(3-1)/4=0.5$. A first-neighbour step changes two parities, so all 12 neighbours of B are A; of the 24 bonds per cell 12 are AB and 12 are AA, and $\Pi_1=0$. A second-neighbour step $(2,0,0)$ keeps all parities, so $\Pi_2=1$. Of the 32 triangles per cell 24 contain one B and none contains two, so $\Pi_3=(8-24)/32=-0.5$. Then
\begin{align}
\Delta E(\mathrm{A_3B})&=0.120(-1)+0+0.016(-1)=-0.136\ \text{eV}=-0.0050\ \text{Ha},\nonumber\\
\Delta E(\mathrm{AB_3})&=0.120(-1)+0+0.016(+1)=-0.104\ \text{eV}=-0.0038\ \text{Ha},\nonumber
\end{align}
and the difference is $0.032\times(-1)=-0.032$~eV. D0$_{22}$ has the same $\Pi_0,\Pi_1,\Pi_3$. For a string with one B in four, a nonzero shift in $G$ leaves two matched and two mismatched pairs and averages to zero, so a pair correlation equals the fraction of the shell lying in $L'$. By Eq.~(\ref{d022}) the steps $(\pm2,0,0)$ and $(0,0,\pm2)$ have $g=0$ and $(0,\pm2,0)$ have $g=2$, so $\Pi_2=4/6$. The added term $-0.015\times(-1/3)=+0.005$~eV gives $-0.131$ and $-0.099$~eV. The program asserts these formulas against explicit Cartesian bond sums for all 17 structures.

The output shows no asymmetry for the $[001]$ and $[111]$ stackings even off equal composition, for example $-0.075$~eV for both decorations of A$_3$B$[001]$. A first-neighbour triangle lies in a $\{111\}$ plane with edges along the three $\langle110\rangle$ directions of that plane. One of them has no $Z$ component, and one lies in any other $\{111\}$ plane, which meets the first along a $\langle110\rangle$ line. At least two vertices therefore share a layer, their spins multiply to 1, and the product is the spin of the third vertex. As the triangle is translated, that vertex visits all sites, so $\Pi_3=\Pi_0$.

The output also shows that A$_3$B$[311]$ and L1$_3$ share $(\Pi_0,\dots,\Pi_3)=(0.5,0.167,0,0)$ and the energies $-0.093$ and $-0.077$~eV. The pair values follow from the fraction rule. First-neighbour steps are $\pm\mathbf e_i$ and $\pm(\mathbf e_i-\mathbf e_j)$ in lattice coordinates, and second-neighbour steps are $\pm(-1,1,1)$ and permutations. The listed L1$_3$ lattice has $z_2,z_3$ even and the $[311]$ lattice has $z_3-2z_2\equiv0 \bmod 4$. Each contains $\pm\mathbf e_1$, no other first-neighbour step and no second-neighbour step, giving $2/12$ and 0. The two structures are inequivalent, since a $W$ relating the lattices would induce an isomorphism between $\mathbb Z_4$ and $\mathbb Z_2\oplus\mathbb Z_2$, and their multiplicities are 96 and 48. Removing duplicates by comparing these four correlations would discard one of the twelve, and a fit restricted to these clusters assigns both the same energy.

\section*{Numbers as computed}
\begin{verbatim}
a = 4.000 A, volume/atom = 16.000 A^3, point operations = 48
shells: 2.8284 A x12, 4.0000 A x6, triangles/atom = 8
J1, J2, J3 = 0.020, -0.005, 0.002 eV
counts: n HNF SNF lattices | mixed transl superper exch rot | no-exch | P(n)
2 7 1 2 | 4 2 2 2 2 | 2 | 14
3 13 1 3 | 18 6 6 3 3 | 6 | 78
4 35 2 7 | 98 30 19 12 12 | 19 | 392
5 31 1 5 | 150 30 30 15 14 | 28 | 930
6 91 1 10 | 620 120 90 50 50 | 80 | 4914
7 57 1 7 | 882 126 126 63 52 | 104 | 7182
8 155 3 20 | 5080 714 575 313 229 | 390 | 36136
torus brute force: n sublattices colourings orbits orbits-with-exchange
2 7 14 2 2
3 13 78 6 3
4 35 392 19 12
5 31 930 28 14
6 91 4914 80 50
n name H s labeling multiplicity Pi0 Pi1 Pi2 Pi3 dE(eV) dE_exchanged(eV)
2 L1_1       101002 112 BA     8 0.000 0.000 -1.000 0.000 -0.0900 -0.0900
2 L1_0       101012 112 BA     6 0.000 -0.333 1.000 0.000 -0.1600 -0.1600
3 A2B[111]   101003 113 BAA   24 0.333 0.333 -0.333 0.333 -0.0600 -0.0600
3 A2B[110]   101013 113 BAA   36 0.333 -0.111 0.111 -0.333 -0.1307 -0.1093
3 A2B[001]   101023 113 BAA   18 0.333 0.111 0.556 0.333 -0.1000 -0.1000
4 A3B[111]   101004 114 BAAA  32 0.500 0.500 0.000 0.500 -0.0450 -0.0450
4 A2B2[111]  101004 114 BBAA  16 0.000 0.500 0.000 0.000 -0.0450 -0.0450
4 A3B[110]   101014 114 BAAA  48 0.500 0.167 0.333 0.000 -0.0980 -0.0820
4 A2B2[110]  101014 114 BBAA  24 0.000 0.000 -0.333 0.000 -0.1000 -0.1000
4 A3B[311]   101024 114 BAAA  96 0.500 0.167 0.000 0.000 -0.0930 -0.0770
4 A2B2[311]  101024 114 BBAA  48 0.000 -0.167 0.000 0.000 -0.1250 -0.1250
4 A3B[001]   101034 114 BAAA  24 0.500 0.333 0.667 0.500 -0.0750 -0.0750
4 A2B2[001]  101034 114 BBAA  12 0.000 0.333 0.333 0.000 -0.0700 -0.0700
4 D0_22      101124 114 BAAA  24 0.500 0.000 0.667 -0.500 -0.1310 -0.0990
4 A2B2[201]  101124 114 BBAA  12 0.000 -0.333 0.333 0.000 -0.1500 -0.1500
4 L1_3       102002 122 BAAA  48 0.500 0.167 0.000 0.000 -0.0930 -0.0770
4 L1_2       112102 122 BAAA   8 0.500 0.000 1.000 -0.500 -0.1360 -0.1040
L1_2: H=[[1, 0, 0], [1, 2, 0], [1, 0, 2]] U=[[1, 0, 0], [-1, 1, 0], [-1, 0, 1]] s=[1, 2, 2]
  class size 1, stabiliser 48, automorphisms [[0, 1, 2, 3], [0, 1, 3, 2], [0, 2, 1, 3], [0, 2, 3, 1], [0, 3, 1, 2], [0, 3, 2, 1]]
D0_22: H=[[1, 0, 0], [0, 1, 0], [1, 2, 4]] U=[[1, 0, 0], [0, 1, 0], [-1, -2, 1]] s=[1, 1, 4]
  class size 3, stabiliser 16, automorphisms [[0, 1, 2, 3], [0, 3, 2, 1]]
n=4 class sizes by s: [('114', 4), ('114', 6), ('114', 12), ('114', 3), ('114', 3), ('122', 6), ('122', 1)]
n=5: H, class size, multipliers m of g->mg, structures kept
  101005 4 [1, 4] 3
  101015 6 [1, 4] 3
  101025 12 [1, 4] 3
  101045 3 [1, 4] 3
  101125 6 [1, 2, 3, 4] 2
L1_2 A3B dE = -0.1360 eV = -0.004998 Ha; AB3 dE = -0.1040 eV = -0.003822 Ha
L1_2 exchange asymmetry = -0.0320 eV
\end{verbatim}
